# Deuterium exchange between carbon and metal sites in beta-hydride elimination

**Question.** In beta-hydride elimination a metal alkyl passes a hydrogen atom from the second carbon of its chain to the metal and releases an alkene. For an ethyl group,

$$\text{M–CH}_2\text{CH}_3 \rightleftharpoons \text{M–H} + \text{CH}_2{=}\text{CH}_2 .$$

The reverse step is insertion. If both steps run many times, a deuterium atom in the mixture can move between carbon and metal, and the exchange

$$\text{M–D} + \text{C–H} \rightleftharpoons \text{M–H} + \text{C–D} \qquad (1)$$

comes to equilibrium. Here M–H and C–H each stand for a single site.

Describe each bond by one harmonic stretch, with wavenumber $\nu_C = 2900\ \text{cm}^{-1}$ for C–H and $\nu_M = 1800\ \text{cm}^{-1}$ for M–H. Ideal deuterium scaling is assumed: the hydrogen moves against a partner of infinite mass, and $m_D = 2m_H$. Energies are given as wavenumbers, so that $kT$ is also in $\text{cm}^{-1}$; at 300 K it is $208.51\ \text{cm}^{-1}$.

## Part (a)

*Find the stretching wavenumbers of C–D and M–D, and the amount by which the zero-point energy of each bond falls when D replaces H.*

**Answer.** In the Born–Oppenheimer approximation the potential felt by the nuclei comes from the electrons and the nuclear charges. Neither changes when a neutron is added, so H and D share the same force constant $\kappa$. With a fixed partner, the equation of motion $m\ddot x = -\kappa x$ gives

$$\nu = \frac{1}{2\pi c}\sqrt{\frac{\kappa}{m}}, \qquad \frac{\nu_D}{\nu_H} = \sqrt{\frac{m_H}{m_D}} = \frac{1}{\sqrt2} = 0.70711 .$$

The deuterated stretches therefore lie at $2050.6\ \text{cm}^{-1}$ on carbon and $1272.8\ \text{cm}^{-1}$ on the metal.

The levels of a harmonic oscillator are $\nu(n+\tfrac12)$, and the lowest is $\nu/2$. Replacing H by D lowers it by

$$\Delta(\nu) = \frac{\nu}{2} - \frac{\nu}{2\sqrt2} = \frac{\nu}{2}\left(1-\frac{1}{\sqrt2}\right), \qquad (2)$$

where $\nu$ is the wavenumber with H. In numbers,

$$\Delta(\nu_C) = 1450.0 - 1025.3 = 424.7\ \text{cm}^{-1}, \qquad \Delta(\nu_M) = 900.0 - 636.4 = 263.6\ \text{cm}^{-1}.$$

The drop is proportional to $\nu$, so the stiffer bond gains more from the heavier isotope.

## Part (b)

*Define an equilibrium constant for (1) that measures the preference per site. Keeping the ground level of each oscillator only, show that deuterium favours carbon over the metal by a factor of about 2.2 at 300 K.*

**Answer.** Let $q$ be the partition function of the oscillator at a site. Suppose that the sites are independent and that all of them exchange with the same pool of H and D. The odds of finding D rather than H at a site are then $\lambda\, q_D/q_H$, where $\lambda$ describes the supply of deuterium and is the same for every site. In the ratio of the odds at the two kinds of site $\lambda$ cancels:

$$K = \frac{(\text{D/H})_C}{(\text{D/H})_M} = \frac{q_{CD}/q_{CH}}{q_{MD}/q_{MH}} = \frac{q_{CD}\,q_{MH}}{q_{CH}\,q_{MD}} . \qquad (3)$$

This is the equilibrium constant of (1), products over reactants. A value above 1 means that deuterium prefers carbon.

With ground levels only, $q = e^{-\nu/2kT}$, and (3) becomes $K_0 = e^{-\Delta E/kT}$, where $\Delta E$ is the zero-point energy of the products minus that of the reactants. The bond energies themselves cancel, because each side of (1) holds one C–H or C–D bond and one M–H or M–D bond on the same potentials. What remains is

$$\Delta E = \left(\frac{\nu_M}{2} + \frac{\nu_C}{2\sqrt2}\right) - \left(\frac{\nu_M}{2\sqrt2} + \frac{\nu_C}{2}\right) = \Delta(\nu_M) - \Delta(\nu_C).$$

The metal site loses its deuterium, which costs $\Delta(\nu_M)$; the carbon site receives it, which releases $\Delta(\nu_C)$. Hence

$$\Delta E = 263.6 - 424.7 = -161.1\ \text{cm}^{-1} \quad (-20.0\ \text{meV}),$$

$$K_0 = \exp\left[\frac{(1-1/\sqrt2)(\nu_C-\nu_M)}{2kT}\right] = \exp\left(\frac{161.1}{208.51}\right) = e^{0.7726} = 2.165 \approx 2.2 . \qquad (4)$$

The result is a statement about equilibrium. It does not say how fast a C–D bond is broken compared with a C–H bond. That ratio depends on the vibrations of the transition state and on tunnelling, neither of which enters $K$.

## Part (c)

*Include all levels of the oscillators. By how much does $K$ change at 300 K, and which oscillator is responsible? Show that in this model deuterium prefers the stiffer bond at every finite temperature.*

**Answer.** Write $u = \nu/kT$. The sum over levels is a geometric series:

$$q = \sum_{n=0}^{\infty} e^{-u(n+1/2)} = \frac{e^{-u/2}}{1-e^{-u}} = \frac{1}{e^{u/2}-e^{-u/2}} = \frac{1}{2\sinh(u/2)} .$$

For a deuterated bond $u$ is replaced by $u/\sqrt2$. Inserting the four partition functions in (3) gives

$$K = \frac{\sinh(u_C/2)}{\sinh(u_C/2\sqrt2)}\cdot\frac{\sinh(u_M/2\sqrt2)}{\sinh(u_M/2)} . \qquad (5)$$

To compare with (4), use the second form of $q$ and collect the exponentials $e^{-u/2}$ into $K_0$:

$$K = K_0\,\frac{(1-e^{-u_C})(1-e^{-u_M/\sqrt2})}{(1-e^{-u_C/\sqrt2})(1-e^{-u_M})} .$$

The largest of the four small exponentials belongs to the lowest wavenumber, that of M–D. There $u_M/\sqrt2 = 1272.8/208.51 = 6.10$ and $e^{-6.10} = 0.0022$. This term lowers $K$, because excited levels make the M–D state slightly more accessible. The other exponentials are smaller and offset a little of it. The full value is $K = 2.161$, and the ground-level result is too high by 0.20 % of it. Keeping the ground levels is therefore well justified for these stretches at 300 K.

For the second claim, note that (5) has the form $F(u_C)/F(u_M)$ with $F(u) = \sinh(u/2)/\sinh(su/2)$ and $s = 1/\sqrt2$. Its logarithmic derivative is

$$\frac{d\ln F}{du} = \frac12\coth\frac u2 - \frac s2\coth\frac{su}{2} = \frac1u\left[g\!\left(\frac u2\right) - g\!\left(\frac{su}2\right)\right], \qquad g(x) = x\coth x .$$

The function $g$ increases for $x>0$, since

$$g'(x) = \coth x - \frac{x}{\sinh^2x} = \frac{\tfrac12\sinh 2x - x}{\sinh^2 x} > 0,$$

where the last step uses $\sinh 2x > 2x$. As $s<1$, the bracket is positive and $F$ grows with $u$. So $K>1$ whenever $\nu_C>\nu_M$, $K=1$ for equal wavenumbers, and $K<1$ if the metal bond is the stiffer one.

## Part (d)

*Find the leading form of $\ln K$ at high temperature and explain why the preference disappears there. What is $K$ at 700 K?*

**Answer.** For small $x$, $\sinh x = x(1 + x^2/6 + \dots)$, so $\ln\sinh x = \ln x + x^2/6 + \dots$ For one bond,

$$\ln\frac{\sinh(u/2)}{\sinh(u/2\sqrt2)} = \ln\sqrt2 + \frac16\left(\frac{u^2}{4}-\frac{u^2}{8}\right) + \dots = \ln\sqrt2 + \frac{u^2}{48} + \dots$$

The term $\ln\sqrt2$ is the same for both bonds and cancels in (5). This leaves

$$\ln K \to \frac{u_C^2-u_M^2}{48} = \frac{\nu_C^2-\nu_M^2}{48\,(kT)^2} . \qquad (6)$$

The cancelled term is the classical part. In classical statistics the mass enters through the momentum integral only, which gives a factor $\sqrt{m}$ for each oscillator whatever its force constant. Moving D from one site to the other then changes nothing, and $K=1$. The preference is a quantum effect, and it fades as $1/T^2$ once $kT$ exceeds the vibrational quanta. When $kT$ is well below them, $\ln K$ falls more slowly, as $1/T$, according to (4).

Equation (6) is the leading term for small $u$. For these stretches it still overestimates $\ln K$ by about 7 % at 2000 K, where no such molecule survives. As a purely numerical check, at 30000 K both (5) and (6) give $\ln K = 2.477\times10^{-4}$.

At 700 K, $kT = 486.5\ \text{cm}^{-1}$, which is too high for the ground levels alone to be accurate and too low for (6), so (5) must be used in full. It gives $K = 1.340$. The ground-level formula would give $e^{161.1/486.5} = 1.39$, about 4 % too high, because the M–D stretch is now noticeably excited.

## Part (e)

*One deuterium atom is shared by one M–H site and the four hydrogen sites of one ethene molecule. What is the probability of finding it on the metal at 300 K?*

**Answer.** Give the arrangement with D on the metal the weight 1. By (3), each arrangement with D on a given carbon site has the weight $K$. There are four of these, so

$$P_M = \frac{1}{1+4K} = \frac{1}{1+4\times2.161} = 0.104 .$$

The metal holds the deuterium 10.4 % of the time, compared with 20.0 % if the isotopes behaved alike. The total odds of carbon against metal are $4K \approx 8.6$, but the factor of 4 is counting and has nothing to do with the strength of the bonds. A measured distribution must be divided by the numbers of sites before it is compared with 2.2.

Two assumptions enter here. All four C–H bonds have the same wavenumber, and ethene can reinsert with either carbon towards the metal, so that every site takes part.

## Part (f)

*The partners do not have infinite mass and the bonds are not harmonic. Estimate both effects at 300 K for a Ga–H bond, keeping the H stretches at 2900 and 1800 $\text{cm}^{-1}$. For the first, treat C–H and Ga–H as free two-atom molecules. For the second, use Morse oscillators with anharmonicities $x$ of roughly 60 $\text{cm}^{-1}$ (C–H) and 30 $\text{cm}^{-1}$ (Ga–H).*

**Answer, finite masses.** A hydrogen isotope of mass $m$ and a partner of mass $M$ have the reduced mass $\mu = mM/(m+M)$. Translation contributes $(m+M)^{3/2}$ to the partition function. Classical rotation contributes the moment of inertia, which is proportional to $\mu$ at fixed bond length. Therefore

$$q \propto (m+M)^{3/2}\,\mu\,\frac{1}{2\sinh(u/2)} = (m+M)^{3/2}\,\frac{\mu}{u}\cdot\frac{u/2}{\sinh(u/2)} .$$

Since $u\propto\mu^{-1/2}$, the first part is proportional to $(m+M)^{3/2}\mu^{3/2} = (mM)^{3/2}$. On replacing H by D it changes by $(m_D/m_H)^{3/2}$ for any partner, so it cancels in $K$. The last factor remains. With $s = \sqrt{\mu_H/\mu_D}$ as the ratio of the D and H wavenumbers,

$$K = \frac{f_C}{f_M}, \qquad f = \frac{s\,\sinh(u/2)}{\sinh(su/2)} .$$

For $s = 1/\sqrt2$ at both sites this returns to (5). With the true isotope masses and partners of 12.0 u and 69.7 u, $s$ is 0.7342 for carbon and 0.7124 for gallium. The light carbon atom shares in the motion, so deuteration lowers its stretch by less and carbon loses part of its advantage. The result is $K = 1.89$, about 13 % below 2.161. Rotation of such light pairs is not fully classical at 300 K: summing the rotational levels, with bond lengths of 1.12 and 1.66 Å, lowers the value by about 0.01, to 1.88. In a real molecule the carbon is held by its other bonds, so this shows the size of the effect and is not a precise correction.

**Answer, anharmonicity.** The Morse levels are $E_n = \omega(n+\tfrac12) - x(n+\tfrac12)^2$, with $\omega\propto m^{-1/2}$ and $x\propto m^{-1}$. The observed fundamental with H is $\nu = E_1-E_0 = \omega-2x$. Deuterium has $\omega/\sqrt2$ and $x/2$, so the zero-point drop is

$$\Delta = \left(\frac{\omega}{2}-\frac{x}{4}\right)-\left(\frac{\omega}{2\sqrt2}-\frac{x}{8}\right) = \frac{\omega}{2}\left(1-\frac1{\sqrt2}\right)-\frac x8 .$$

Inserting $\omega = \nu+2x$,

$$\Delta = \frac{\nu}{2}\left(1-\frac1{\sqrt2}\right)+\left(\frac78-\frac1{\sqrt2}\right)x .$$

The last bracket is 0.168. The anharmonicities differ by 30 $\text{cm}^{-1}$, so carbon gains a further $5.0\ \text{cm}^{-1}$, and the ground-level constant rises from 2.165 to 2.218, or by about 2 %. Anharmonicity matters little here because only the difference of the two anharmonicities enters, multiplied by the small factor 0.168, and the resulting $5.0\ \text{cm}^{-1}$ is far below $kT$.

## Part (g)

*A hydrogen atom at a site has three vibrations: the stretch and two bends. Take rough bends of 1300 and 950 $\text{cm}^{-1}$ on carbon and 750 and 700 $\text{cm}^{-1}$ on gallium, with ideal scaling. Find their effect, and discuss how far the value of part (b) applies to triethylgallium, a precursor for the growth of gallium arsenide.*

**Answer.** For independent modes the partition functions multiply, so the bends contribute a further factor of the form (5). Their ground levels alone would give

$$\exp\left[\frac{(1-1/\sqrt2)\,(1300+950-750-700)}{2\times208.51}\right] = e^{0.562} = 1.75 .$$

The gallium bends are soft, however. With deuterium the lower one lies at $700/\sqrt2 = 495\ \text{cm}^{-1}$, only $2.4\,kT$, and its excited levels favour the metal. With all levels the factor is 1.63, and the constant for stretches and bends together is $K = 3.5$ at 300 K. This figure is only as good as its rough inputs. Ideal scaling calls for the frequencies of the one hydrogen moving against a fixed frame, and these can lie well below the normal-mode bends of a molecule in which several hydrogens move together. Each $100\ \text{cm}^{-1}$ in the difference between the carbon and gallium bends changes the ground-level factor by about 7 %. The reduction from finite partner masses found in part (f) is not included. The bends are the largest of the omissions estimated here. The figure of 2.2 is thus the contribution of the stretches, and should not be quoted as a prediction of the whole isotope effect.

For triethylgallium, whose ethyl groups undergo beta-hydride elimination to Ga–H and ethene, the input needs some comment:

- The value $1800\ \text{cm}^{-1}$ is a rough one for hydrogen bound to a single gallium atom. With the C–H stretch held at $2900\ \text{cm}^{-1}$, $K_0$ at 300 K would be 2.49 for a metal stretch of $1600\ \text{cm}^{-1}$ and 1.88 for $2000\ \text{cm}^{-1}$. A hydrogen that bridges two metal atoms has different vibrations and needs its own calculation.
- The value $2900\ \text{cm}^{-1}$ suits an alkyl group. The C–H stretches of ethene lie higher, by very roughly $150\ \text{cm}^{-1}$. By (4) this multiplies $K_0$ by $\exp(0.1464\times150/208.51) = 1.11$.
- Growth takes place well above room temperature. At a rough 700 K the model gives 1.34 for the stretches and 1.5 with the bends, so most of the preference has gone.

The assumption that a flow reactor is most likely to break is equilibrium itself. If ethene is swept away before it can reinsert, the deuterium stays where the first elimination put it, and the distribution is set by relative rates. The four wavenumbers of part (a) cannot say how far that moves the result, since they contain nothing about the transition state. At 300 K the elimination may also be too slow for exchange to be complete, and the value for that temperature is then a reference for the equilibrium state and not a forecast of what a sample will show.

The main values are collected in the numerical output below.

## Calculated quantities

```
C-H stretch: 2900 cm^-1
M-H stretch: 1800 cm^-1
ideal frequency ratio D/H: 0.70711
C-D stretch: 2050.6 cm^-1
M-D stretch: 1272.8 cm^-1
zero-point energy C-H: 1450.0 cm^-1
zero-point energy C-D: 1025.3 cm^-1
zero-point energy M-H: 900.0 cm^-1
zero-point energy M-D: 636.4 cm^-1
zero-point drop on carbon: 424.7 cm^-1
zero-point drop on metal: 263.6 cm^-1
exchange energy: -161.1 cm^-1
exchange energy: -19.97 meV
kT at 300 K: 208.51 cm^-1
exponent -dE/kT: 0.7726
K, ground levels, 300 K: 2.165
K, all levels, 300 K: 2.161
ground-level K too high by: 0.20 %
D share on metal, 1:4 sites: 10.4 %
D share without isotope effect: 20.0 %
kT at 700 K: 486.5 cm^-1
K, all levels, 700 K: 1.340
hot-limit test temperature: 30000 K
ln K there, full expression: 2.477e-04
ln K there, limiting law: 2.477e-04
K at 300 K if M-H is 1600 cm^-1: 2.49
K at 300 K if M-H is 2000 cm^-1: 1.88
partner masses C, Ga: 12.0, 69.7 u
frequency ratio D/H, C pair: 0.7342
frequency ratio D/H, Ga pair: 0.7124
K with finite partner masses, 300 K: 1.89
anharmonicities C-H, M-H (rough): 60, 30 cm^-1
K with Morse stretches, 300 K: 2.218
bends on C (rough): 1300, 950 cm^-1
bends on Ga (rough): 750, 700 cm^-1
extra factor from bends, 300 K: 1.63
K, stretches and bends, 300 K: 3.51
K, stretches and bends, 700 K: 1.51
```
